# Hall coefficient maximum for carriers shared between conduction and impurity bands

## Problem

In a doped semiconductor a fixed density \(n\) of electrons is shared between the conduction band, with density \(n_c\) and mobility \(\mu_c\), and a band formed by the impurity states, with density \(n_i=n-n_c\) and mobility \(\mu_i\). Warming moves electrons from the impurity band to the conduction band. The mobility ratio is \(b=\mu_c/\mu_i\).

Both bands are taken to respond like electrons, each with one mobility, and to carry current in parallel. The magnetic field is weak.

1. At what division of the carriers is the magnitude of the Hall coefficient \(R\) largest, and how large is it relative to its value when one band holds all the carriers?
2. A germanium-like sample has \(|R|=62.5\ \mathrm{cm^3/C}\) on its low-temperature plateau and \(187.5\ \mathrm{cm^3/C}\) at the maximum, where its resistivity is \(0.25\ \mathrm{\Omega\,cm}\). Find \(b\) and both mobilities.
3. How far do the simplifying assumptions affect the value of \(b\)?

The readings are round numbers chosen for the exercise, not measurements. The algebra uses atomic units, in which the electron has charge \(-1\) and feels the force \(-(\mathbf E+\mathbf v\times\mathbf B)\). The numbers are in laboratory units, where the plateau is \(R_0=1/(ne)\).

## Estimate by scaling

A band contributes \(n_k\mu_k\) to the conductivity. The magnetic force is proportional to the drift velocity, which brings a second factor of mobility, so the transverse current scales as \(n_k\mu_k^2B\). The Hall field must cancel this current through the total conductivity. Per unit longitudinal current and field, therefore, \(|R|\sim\sum n_k\mu_k^2/(\sum n_k\mu_k)^2\).

Let \(x=n_c/n\), and suppose \(b\gg1\) and \(x\ll1\). Then

\[
n|R|\sim\frac{1+b^2x}{(1+bx)^2}.
\]

For \(1/b^2\ll x\ll1/b\) this rises as \(b^2x\): a few fast electrons dominate the Hall current while the slow ones still carry the ordinary current. For \(x\gg1/b\) it falls as \(1/x\), because the fast electrons now dominate both. The two laws cross at \(x\sim1/b\). There the two terms in the denominator are equal, so it is 4, and the height is about \(b/4\). The observed enhancement of 3 then suggests \(b\approx12\).

## Exact solution

### The Hall coefficient of two parallel bands

In steady drift, \(\mathbf v=-\mu(\mathbf E+\mathbf v\times\mathbf B)\). With \(\mathbf B\) along \(z\), \(\mathbf v\times\mathbf B=(v_yB,-v_xB,0)\), so

\[
v_x+\mu Bv_y=-\mu E_x,\qquad -\mu Bv_x+v_y=-\mu E_y .
\]

The determinant of this system is \(1+\mu^2B^2\). Solving it and using \(\mathbf j=-n\mathbf v\) gives, for one band,

\[
j_x=\frac{n\mu(E_x-\mu BE_y)}{1+\mu^2B^2},\qquad
j_y=\frac{n\mu(\mu BE_x+E_y)}{1+\mu^2B^2}.
\]

Both bands feel the same field, so their currents add. Define

\[
S=\sum_k\frac{n_k\mu_k}{1+\mu_k^2B^2},\qquad
H=\sum_k\frac{n_k\mu_k^2}{1+\mu_k^2B^2}.
\]

Then \(j_x=SE_x-HBE_y\) and \(j_y=HBE_x+SE_y\). No transverse current flows, so \(E_x=-SE_y/(HB)\), and

\[
j_x=-\frac{S^2+H^2B^2}{HB}E_y,\qquad
R=\frac{E_y}{j_xB}=-\frac{H}{S^2+H^2B^2}.
\]

The minus sign is that of electrons. In a weak field the terms in \(B^2\) drop out:

\[
|R|=\frac{n_c\mu_c^2+n_i\mu_i^2}{(n_c\mu_c+n_i\mu_i)^2},\qquad
n|R|=\frac{1+(b^2-1)x}{[1+(b-1)x]^2}.
\]

The second form follows on dividing numerator and denominator by \(n^2\mu_i^2\), after multiplying by \(n\). It equals 1 at \(x=0\) and at \(x=1\), so both plateaus have the value \(R_0\).

### The maximum

Let \(\sigma=n_c\mu_c+n_i\mu_i\), and let \(s=n_c\mu_c/\sigma\) be the conduction band's share of the conductivity. Then

\[
n_c\mu_c^2+n_i\mu_i^2=\sigma[s\mu_c+(1-s)\mu_i],\qquad
n=\sigma\left[\frac{s}{\mu_c}+\frac{1-s}{\mu_i}\right].
\]

Multiplying these and dividing by \(\sigma^2\) gives

\[
n|R|=s^2+(1-s)^2+s(1-s)\left(b+\frac1b\right).
\]

Since \(s^2+(1-s)^2=1-2s(1-s)\) and \(b+1/b-2=(b-1)^2/b\),

\[
n|R|=1+s(1-s)\frac{(b-1)^2}{b}.
\]

At fixed \(b\ne1\) this is a downward parabola in \(s\), with its single maximum at \(s=1/2\). Moreover \(s=bx/[1+(b-1)x]\) has the positive derivative \(b/[1+(b-1)x]^2\), so each \(s\) is passed once as carriers move between the bands. The Hall coefficient therefore peaks where the two conductivities are equal, \(n_c\mu_c=n_i\mu_i\). This means \(bx=1-x\), or \(x=1/(b+1)\). The height is

\[
P\equiv\frac{|R|_{\max}}{R_0}=1+\frac{(b-1)^2}{4b}=\frac{(b+1)^2}{4b}.
\]

If the mobilities are equal there is no peak, since moving a carrier then changes nothing. Otherwise the apparent density \(1/(e|R|)\) falls to \(n/P\) at the peak, although no carrier has been lost.

### Inversion

The height formula gives \(b^2-(4P-2)b+1=0\). Because \((2P-1)^2-1=4P(P-1)\), the roots are

\[
b=2P-1\pm2\sqrt{P(P-1)}=\left(\sqrt P\pm\sqrt{P-1}\right)^2 .
\]

Their product is 1: the height does not reveal which band is faster. Taking the conduction band as the faster one selects the plus sign.

The sensitivity follows from \(dP/db=(1-1/b^2)/4\), so that \(\delta b/b=4\,\delta P/(b-1/b)\). The difference of the roots is \(b-1/b=4\sqrt{P(P-1)}\), hence

\[
\frac{\delta b}{b}=\frac{\delta P}{\sqrt{P(P-1)}} .
\]

The resistivity supplies the absolute mobilities. From the weak-field formula, \(|R|\sigma=s\mu_c+(1-s)\mu_i\), which at the peak is the mean mobility \(\bar\mu=(\mu_c+\mu_i)/2\).

### The numbers

The enhancement is \(P=187.5/62.5=3\), so

\[
b=5+2\sqrt6=9.90 .
\]

An error of 5 percent in \(P\) is \(\delta P=0.15\), and it changes \(b\) by \(0.15/\sqrt6\), or 6.1 percent. The plateau gives \(n=1/(eR_0)=9.99\times10^{16}\ \mathrm{cm^{-3}}\), which is one carrier per \(1.00\times10^7\ \text{Å}^3\).

At the peak \(\bar\mu=187.5/0.25=750\ \mathrm{cm^2/Vs}\). Therefore

\[
\mu_i=\frac{2\bar\mu}{b+1}=138\ \mathrm{cm^2/Vs},\qquad
\mu_c=b\mu_i=1362\ \mathrm{cm^2/Vs}.
\]

The conduction band holds a fraction \(1/(b+1)=0.092\) of the electrons, or \(9.2\times10^{15}\ \mathrm{cm^{-3}}\). Each band contributes \(2.0\ \mathrm{S/cm}\), half the total of \(4.0\ \mathrm{S/cm}\).

The resistivity can also settle the choice of root. If the mobilities stayed constant, the plateau resistivities \(R_0/\mu\) would be \(0.45\ \mathrm{\Omega\,cm}\) with all electrons in the impurity band and \(0.046\ \mathrm{\Omega\,cm}\) with all in the conduction band. A fall on warming thus supports \(b>1\); the other root would give a rise.

## The estimate against the exact result

The exact height is

\[
P=\frac b4+\frac12+\frac1{4b}.
\]

Scaling kept the first term. For \(b=9.90\) the three terms are 2.47, 0.50 and 0.03, so the estimated height is 18 percent below the exact one. Read backwards, the estimate gives \(b=12\), which is 21 percent too high. Its position \(x=1/b=0.101\) is 10 percent above the exact \(1/(b+1)\).

For nearly equal mobilities the estimate fails altogether: at \(b=1\) it gives a height of \(1/4\) instead of 1. There the exact formula becomes \(P-1\approx(b-1)^2/4\). A weak peak is then a poor measure of \(b\), since \(\delta b/b\) grows as \(\delta P/\sqrt{P-1}\).

## How the assumptions affect the result

### Finite magnetic field

To keep \(B\), note that \(S+iHB=\sum_k n_k\mu_k/(1-i\mu_kB)\). Putting the sum over a common denominator and taking its squared magnitude gives \(S^2+H^2B^2\). Dividing this into \(H\) yields

\[
|R|=\frac{n_c\mu_c^2+n_i\mu_i^2+n\mu_c^2\mu_i^2B^2}
{(n_c\mu_c+n_i\mu_i)^2+n^2\mu_c^2\mu_i^2B^2}.
\]

At equal conductivities \(n_c=n\mu_i/(\mu_c+\mu_i)\), so \(\sigma=n\mu_c\mu_i/\bar\mu\), and the first two terms of the numerator sum to \(\sigma\bar\mu=n\mu_c\mu_i\). Thus

\[
\frac{|R(B)|}{|R(0)|}=\frac{1+\mu_c\mu_iB^2}{1+\bar\mu^2B^2}.
\]

At this division of the carriers the reduction is 0.004 percent at 0.1 T and 0.37 percent at 1 T. In stronger fields the maximum itself moves to a larger \(x\), about 0.145 at 10 T. That figure belongs to the classical two-band formula only. With the germanium masses used below and the field along a cube axis, the cyclotron energy is 0.9 meV at 1 T and 8.8 meV at 10 T. At 10 T it exceeds both \(kT\) at the peak (1.1 meV) and the activation energy (4 meV), so Landau quantization and the action of the field on the donor states can no longer be ignored. In the strong-field limit the ratio tends to \(\mu_c\mu_i/\bar\mu^2=1/P\), and the enhancement disappears.

### A temperature sweep

To place the peak in temperature, let the sample contain \(N_A\) acceptors and \(n+N_A\) donors. Neutrality requires \(n_c+N_A\) ionized donors, leaving \(n-n_c\) occupied. For donor levels at a depth \(\varepsilon\) below the conduction band, with degeneracy \(g\), the ratio of occupied to ionized donors is \(g\exp[(\zeta+\varepsilon)/kT]\), where \(\zeta\) is the chemical potential measured from the band edge. With Boltzmann statistics \(n_c=N_ce^{\zeta/kT}\), and eliminating \(\zeta\) gives

\[
\frac{n_c(n_c+N_A)}{n-n_c}=\frac{N_c}{g}e^{-\varepsilon/kT},
\qquad N_c=2\left(\frac{m_dkT}{2\pi}\right)^{3/2}.
\]

Rough germanium masses are \(m_l=1.6\) and \(m_t=0.08\) electron masses in four valleys, so \(m_d=(4^2m_lm_t^2)^{1/3}=0.55\). With the chosen values \(\varepsilon=0.0040\) eV, \(N_A=5.0\times10^{15}\ \mathrm{cm^{-3}}\) and \(g=2\), the condition \(x=0.092\) is met at 13.3 K. Fermi statistics lower \(x\) at this temperature by 1.9 percent. At fixed \(b\) this shifts the peak temperature but not the height.

The choice \(g=2\) describes a donor ground state well separated from the other states formed from the four valleys. In antimony-doped germanium that separation is only about 0.3 meV, less than \(kT\) here. Including the six upper states moves the peak to about 17 K, again without changing its height.

If \(b\) itself varies, the peak moves away from equal conductivities. Write \(n|R|-1=s(1-s)G\) with \(G=(b-1)^2/b\). Since \(d\ln[s(1-s)]=(1-2s)\,d\ln[s/(1-s)]\), the maximum in temperature satisfies

\[
2s-1=\frac{d\ln G/d\ln T}{d\ln[s/(1-s)]/d\ln T}.
\]

As an example, let \(b\) grow as \(T^{3/2}\) and equal 9.90 at 13.3 K. For \(g=2\), a numerical search then finds the peak at 16.3 K, with \(s=0.71\) and a height of 3.37. The inversion formula reads this as \(b=11.4\), while the model's own value at that temperature is 13.4, so the reading is 15 percent low. The direction is general for \(b>1\) and Hall factors of one: \(s(1-s)\le1/4\) and \(G\) increases with \(b\), so the inverted value is a lower bound on \(b\) at the peak temperature.

The plateau must also be a true one. At fixed \(b\) the model gives \(|R|/R_0=1.001\) at 4 K but 1.18 at 77 K. Taking the 77 K value as \(R_0\) would lower the inferred \(b\) to 8.0. These figures are for \(g=2\); with the six upper donor states included, the ratio at 77 K is about 1.5 and the inferred \(b\) falls to about 6.

### Hall factors

Electrons of different energies have different relaxation times \(\tau\), so a band's Hall term becomes \(r_kn_k\mu_k^2\), with a Hall factor \(r_k\). For a parabolic band, the density of states, the squared velocity and the Boltzmann factor together give each energy the weight \(E^{3/2}e^{-E/kT}\). The conductivity contains \(\langle\tau\rangle\) and the Hall term \(\langle\tau^2\rangle\). For \(\tau\propto E^{3/2}\), a simple model of scattering by ionized impurities,

\[
r=\frac{\langle\tau^2\rangle}{\langle\tau\rangle^2}
=\frac{\Gamma(11/2)\,\Gamma(5/2)}{\Gamma(4)^2}=1.93 .
\]

The ellipsoidal valleys give another factor. In a valley's principal axes, the Hall term linking axes 1 and 2 is proportional to \(B_3/(m_1m_2)=m_3B_3/(m_1m_2m_3)\). Averaging over the four valleys replaces \(m_3\) by \((m_l+2m_t)/3\), while the conductivity contains the averaged inverse mass \((1/m_l+2/m_t)/3\). Dividing the Hall term by the square of the latter, with \(K=m_l/m_t=20\), gives

\[
r=\frac{3K(K+2)}{(2K+1)^2}=0.785 .
\]

If \(\tau\) depends on energy alone, the two factors multiply. The value 1.93 is an extreme case for this sample. At the peak the neutral donors, about \(9\times10^{16}\ \mathrm{cm^{-3}}\), outnumber the ionized centres, \(n_c+2N_A\approx1.9\times10^{16}\ \mathrm{cm^{-3}}\). Scattering by neutral donors depends little on energy, and screening weakens the \(E^{3/2}\) law, so both bring the scattering factor toward one.

With \(A=r_cb^2-r_i\) and \(D=b-1\), the Hall coefficient is \(n|R|=(r_i+Ax)/(1+Dx)^2\). Setting its derivative to zero gives \(A(1+Dx)=2D(r_i+Ax)\), so \(x=1/D-2r_i/A\). At this point \(1+Dx=2(A-Dr_i)/A\) and \(r_i+Ax=(A-Dr_i)/D\), and the height is

\[
(n|R|)_{\max}=\frac{A^2}{4D(A-Dr_i)}.
\]

This must be divided by the plateau in use, \(r_i\) at low temperature or \(r_c\) at high temperature. Keeping \(r_i=1\), the low-temperature plateau and \(P=3\), a numerical solution for \(b\) gives 4.5 with the scattering factor alone, 12.9 with the valley factor alone and 6.1 with both. With the scattering factor alone the peak lies at \(s=0.58\), so equal conductivities no longer mark it.

The impurity band may also respond unlike free electrons. If the high-temperature plateau is used with \(r_c=1\), the same peak ratio gives \(b=10.9\) for an impurity band with no Hall response (\(r_i=0\)) and 11.7 for a hole-like one (\(r_i=-1\)). A hole-like impurity band together with the valley factor, read against the magnitude of the low-temperature plateau, gives 15.3.

### The germanium case

The chosen density corresponds roughly to antimony-doped germanium somewhat below its metal–insulator transition. The assumption of two distinct bands with well-defined lifetimes is strained there. On the insulating side, conduction through the impurity states also freezes out on sufficient cooling, so a constant \(\mu_i\) and a low-temperature plateau can hold only over a limited temperature range. The donor statistics used above also forbid double occupancy, so an electron can move only to an empty donor, and the empty fraction rises from 0.048 at 4 K to 0.135 at 13.3 K. A constant \(\mu_i\) is therefore an added assumption. If \(\mu_i\) were instead proportional to the empty fraction, with \(b=9.90\) at 13.3 K, the peak would lie at 8.9 K with height 4.7, read as \(b=16.8\) against a true 20.1. The conductivity mass \(3/(1/m_l+2/m_t)=0.117\) and the inferred \(\mu_c\) give a collision broadening \(\hbar/\tau=0.0073\) eV. This is about 6 times \(kT\) at 13.3 K and 1.8 times the activation energy. The mobilities are therefore effective parameters of two parallel channels, and the Hall factors above indicate only the size of the uncertainty. By comparison, intrinsic carriers are negligible: a rough gap of 0.66 eV, with equal band densities of states, gives \(2.9\times10^{13}\ \mathrm{cm^{-3}}\) even at 300 K. Momentum exchange between the bands and donor breakdown in a strong electric field have not been estimated.

Within the stated model the answer is \(b=9.9\). As a statement about such a material, the peak supports a ratio of order ten, with the Hall factors considered here moving it between about 4.5 and 15.

Numbers in the example were calculated in double precision.
